\section*{Bloch's ferromagnetic transition in jellium, within Hartree-Fock and with correlation}

\section{Problem}

Jellium is a gas of $N$ electrons in a volume $V$, made neutral by a fixed, uniform positive background. Its density $n=N/V$ is expressed through the dimensionless radius $r_s$ of a sphere that holds one electron:
\begin{equation}
\frac{4\pi}{3}(r_sa_0)^3=\frac1n,\qquad
a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.
\label{eq:rs}
\end{equation}
A large $r_s$ means a dilute gas. The temperature is zero and $N\to\infty$ at fixed $n$.

Describe the gas by a single Slater determinant of plane waves. In the paramagnetic state each plane wave of low enough energy holds two electrons of opposite spin. In the fully polarized state all spins are parallel and each plane wave holds one electron.

(a) Estimate by scaling the $r_s$ at which the two states have equal energy.

(b) Calculate this $r_s$ within the model. Decide whether a partially polarized state is ever lower than both, and whether the polarization changes continuously.

(c) Electrons also avoid one another in ways that a single determinant cannot describe. Find how far the crossing moves when this correlation is included through published fits to the energy of the electron gas.

\section{First estimate by scaling}

Two energies compete. Electrons of equal spin cannot share a plane wave, so confining them to a spacing $d$ costs a kinetic energy of order $\hbar^2/(md^2)$ each. The same antisymmetry keeps electrons of equal spin apart, which lowers their repulsion by about $e^2/(4\pi\varepsilon_0d)$ each. This gain is the exchange energy.

In the paramagnet take $d=r_sa_0$ and set both unknown numerical coefficients to one. Since $\hbar^2/(ma_0^2)=e^2/(4\pi\varepsilon_0a_0)\equiv E_h$ by the definition of $a_0$, the energy per electron is
\begin{equation}
\varepsilon_{\rm P}\sim E_h\left(\frac1{r_s^2}-\frac1{r_s}\right).
\end{equation}
Aligning all spins at fixed $n$ doubles the density of that spin species, so the spacing between equal spins shrinks by $2^{-1/3}$. The kinetic term grows by $2^{2/3}$ and the exchange term by $2^{1/3}$:
\begin{equation}
\varepsilon_{\rm F}\sim E_h\left(\frac{2^{2/3}}{r_s^2}-\frac{2^{1/3}}{r_s}\right).
\end{equation}
Setting the two equal gives
\begin{equation}
r_s\sim\frac{2^{2/3}-1}{2^{1/3}-1}=2^{1/3}+1\approx2.3 ,
\label{eq:estimate}
\end{equation}
where the numerator was factored as $(2^{1/3}-1)(2^{1/3}+1)$. The estimate also gives the direction of the change: kinetic energy dominates at small $r_s$ and favours the paramagnet, while exchange dominates at large $r_s$ and favours alignment.

\section{Exact solution within the determinant model}

\subsection{Which terms survive}

Let the box be periodic, with orbitals $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ times a spin state $\uparrow$ or $\downarrow$. For two electrons in orthonormal spin orbitals $a$ and $b$, the antisymmetric state $[a(1)b(2)-b(1)a(2)]/\sqrt2$ has the interaction energy
\begin{equation}
\langle ab|v|ab\rangle-\langle ab|v|ba\rangle .
\end{equation}
The first term is direct and the second is exchange. In a larger determinant this expression is summed over all occupied pairs, because $v$ acts on two electrons at a time and the remaining orbitals must match by orthogonality. The interaction does not act on spin, so the exchange term vanishes when $a$ and $b$ have opposite spins.

The Coulomb interaction has Fourier components $v_{\mathbf q}=e^2/(\varepsilon_0q^2)$. This follows from $-\nabla^2[1/(4\pi r)]=\delta(\mathbf r)$, whose transform reads $q^2\times(\text{transform of }1/4\pi r)=1$. The direct term involves the uniform densities $1/V$ and hence the component $\mathbf q=0$ alone, which the neutralizing background cancels. The exchange term of two equal spins is
\begin{equation}
\frac1{V^2}\int\! d^3r\!\int\! d^3r'\,
e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf r-\mathbf r')}v(\mathbf r-\mathbf r')
=\frac{e^2}{\varepsilon_0V|\mathbf k-\mathbf k'|^2}.
\end{equation}
Summing over ordered pairs counts each pair twice, so
\begin{equation}
E_x=-\frac12\sum_\sigma\sum_{\mathbf k\ne\mathbf k'}^{\rm occ.}
\frac{e^2}{\varepsilon_0V|\mathbf k-\mathbf k'|^2}.
\label{eq:exsum}
\end{equation}

\subsection{Kinetic energy}

Let spin $\sigma$ fill a sphere of radius $k_\sigma$. Allowed wave vectors have density $V/(2\pi)^3$, so
\begin{equation}
n_\sigma=\frac1{(2\pi)^3}\,\frac{4\pi k_\sigma^3}{3}=\frac{k_\sigma^3}{6\pi^2}.
\label{eq:count}
\end{equation}
The mean of $k^2$ over the sphere is $\int_0^{k_\sigma}k^4dk\big/\int_0^{k_\sigma}k^2dk=\tfrac35k_\sigma^2$. The kinetic energy per electron of spin $\sigma$ is therefore
\begin{equation}
t_\sigma=\frac{\hbar^2}{2m}\,\frac35k_\sigma^2=\frac{3\hbar^2k_\sigma^2}{10m}.
\label{eq:t}
\end{equation}

\subsection{Exchange energy}

For $N\to\infty$ the sums in \eqref{eq:exsum} become integrals; the singularity at $\mathbf k=\mathbf k'$ is integrable in three dimensions. Write $K$ for $k_\sigma$ and first integrate over $\mathbf k'$ at fixed $\mathbf k$, with $\mu$ the cosine of the angle between them:
\begin{equation}
\int_{-1}^{1}\frac{d\mu}{k^2+k'^2-2kk'\mu}
=\frac1{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}
=\frac1{kk'}\ln\left|\frac{k+k'}{k-k'}\right| .
\end{equation}
With the factor $2\pi k'^2dk'$ the inner integral is
\begin{equation}
I(k)=\frac{2\pi}{k}\int_0^Kk'\ln\left|\frac{k+k'}{k-k'}\right|dk'.
\end{equation}
Integrate by parts, taking $(k'^2-k^2)/2$ as the antiderivative of $k'$. This choice vanishes at $k'=k$ and so removes the logarithmic singularity there. The derivative of the logarithm is $1/(k+k')+1/(k-k')=2k/(k^2-k'^2)$, hence
\begin{align}
\int_0^Kk'\ln\left|\frac{k+k'}{k-k'}\right|dk'
&=\frac{K^2-k^2}{2}\ln\frac{K+k}{K-k}
-\int_0^K\frac{k'^2-k^2}{2}\,\frac{2k}{k^2-k'^2}\,dk'\nonumber\\
&=\frac{K^2-k^2}{2}\ln\frac{K+k}{K-k}+kK .
\end{align}
The lower limit gives nothing because the logarithm is zero at $k'=0$. With $y=k/K$ and $L(y)=\ln[(1+y)/(1-y)]$,
\begin{equation}
I=2\pi K\left[1+\frac{1-y^2}{2y}L(y)\right].
\end{equation}
The integral over $\mathbf k$ uses $4\pi k^2dk=4\pi K^3y^2dy$:
\begin{equation}
\int d^3k\,I=8\pi^2K^4\left[\int_0^1y^2dy+\frac12\int_0^1y(1-y^2)L\,dy\right].
\end{equation}
The first integral is $\tfrac13$. In the second, $-(1-y^2)^2/4$ is an antiderivative of $y(1-y^2)$ and $L'=2/(1-y^2)$. The boundary terms vanish, since $L(0)=0$ and $(1-y^2)^2L\to0$ as $y\to1$. What remains is
\begin{equation}
\int_0^1y(1-y^2)L\,dy=\int_0^1\frac{(1-y^2)^2}{4}\,\frac{2}{1-y^2}\,dy
=\frac12\left(1-\frac13\right)=\frac13 .
\end{equation}
The square bracket is $\tfrac13+\tfrac16=\tfrac12$, and the double integral equals $4\pi^2K^4$. The exchange energy of spin $\sigma$ follows from \eqref{eq:exsum} with a factor $V/(2\pi)^3$ for each sum:
\begin{equation}
E_{x,\sigma}=-\frac12\,\frac{e^2}{\varepsilon_0V}\,\frac{V^2}{(2\pi)^6}\,4\pi^2k_\sigma^4
=-V\frac{e^2k_\sigma^4}{32\pi^4\varepsilon_0}.
\end{equation}
Division by $n_\sigma V=Vk_\sigma^3/(6\pi^2)$ gives, per electron of that spin,
\begin{equation}
x_\sigma=-\frac{3e^2k_\sigma}{16\pi^2\varepsilon_0}.
\label{eq:x}
\end{equation}

\subsection{Energy at any polarization}

Define $\zeta=(n_\uparrow-n_\downarrow)/n$, so that $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$; it suffices to take $0\le\zeta\le1$. Let $k_F=(3\pi^2n)^{1/3}$ be the Fermi wave number of the paramagnet. Equation \eqref{eq:count} gives $k_{\uparrow,\downarrow}=k_F(1\pm\zeta)^{1/3}$. Weighting \eqref{eq:t} and \eqref{eq:x} by the fractions $(1\pm\zeta)/2$ yields the energy per electron
\begin{align}
\varepsilon(\zeta)&=\frac A2\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right]
-\frac B2\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right],\label{eq:energy}\\
A&=\frac{3\hbar^2k_F^2}{10m},\qquad B=\frac{3e^2k_F}{16\pi^2\varepsilon_0}.
\end{align}
One ratio controls everything that follows:
\begin{equation}
\frac AB=\frac{8\pi^2\varepsilon_0\hbar^2k_F}{5me^2}=\frac{2\pi}5\,k_Fa_0,
\qquad k_Fa_0=\left(\frac{9\pi}4\right)^{1/3}\frac1{r_s}.
\label{eq:ratio}
\end{equation}
The second relation is $k_F^3=3\pi^2n$ with $n$ taken from \eqref{eq:rs}.

\subsection{The crossing}

The two states have $\varepsilon(0)=A-B$ and $\varepsilon(1)=2^{2/3}A-2^{1/3}B$. They are equal when $(2^{2/3}-1)A=(2^{1/3}-1)B$, that is, when $A/B=1/(1+2^{1/3})$. With \eqref{eq:ratio},
\begin{equation}
k_Fa_0=\frac{5}{2\pi(1+2^{1/3})}=0.3521,
\end{equation}
\begin{equation}
r_B=\left(\frac{9\pi}4\right)^{1/3}\frac{2\pi}5\left(1+2^{1/3}\right)=5.45 .
\label{eq:rb}
\end{equation}
This is Bloch's transition. The sphere radius there is $r_Ba_0=2.88\times10^{-10}\,$m and the density is $9.95\times10^{27}\,\mathrm{m^{-3}}$.

\subsection{Partial polarization and the order of the transition}

Put $p=(1+\zeta)^{1/3}$ and $q=(1-\zeta)^{1/3}$. Differentiating \eqref{eq:energy} and using $p^2-q^2=(p-q)(p+q)$,
\begin{equation}
\frac{d\varepsilon}{d\zeta}=\frac{5A}6(p^2-q^2)-\frac{4B}6(p-q)
=\frac{p-q}6\left[5A(p+q)-4B\right].
\label{eq:slope}
\end{equation}
For $0<\zeta<1$ the factor $p-q$ is positive. The sum $p+q$ has the derivative $\tfrac13(p^{-2}-q^{-2})<0$, so it falls steadily from $2$ at $\zeta=0$ to $2^{1/3}$ at $\zeta=1$. The square bracket can thus change sign at most once, from plus to minus. A stationary point inside the interval is a maximum, and the lowest energy lies at $\zeta=0$ or $\zeta=1$. Within this family of states, partial polarization never wins.

The sign of the bracket near each end decides local stability against small uniform changes of $\zeta$. Near $\zeta=0$ the energy rises if $10A>4B$, or $k_Fa_0>1/\pi$. Near $\zeta=1$ it falls towards full polarization if $5\cdot2^{1/3}A<4B$, or $k_Fa_0<2^{2/3}/\pi$. In terms of $r_s$,
\begin{align}
\text{paramagnet locally stable:}\quad r_s&<\pi\left(\frac{9\pi}4\right)^{1/3}=6.03,\\
\text{polarized state locally stable:}\quad r_s&>\frac{\pi}{2^{2/3}}\left(\frac{9\pi}4\right)^{1/3}=3.80 .
\end{align}
At $r_B$ both states are local minima, so the polarization of the lowest state jumps from $0$ to $1$.

The barrier between them follows from setting the bracket in \eqref{eq:slope} to zero at $r_B$, where $B/A=1+2^{1/3}$:
\begin{equation}
s\equiv p+q=\frac{4B}{5A}=\frac45(1+2^{1/3})=1.808 .
\end{equation}
Since $p^3+q^3=2$ and $p^3+q^3=s^3-3s\,pq$, the product is $pq=(s^3-2)/(3s)=0.721$. Then $p-q=\sqrt{s^2-4pq}=0.621$, and
\begin{equation}
\zeta=\frac{p^3-q^3}2=\frac{(p-q)(s^2-pq)}2=0.79 .
\end{equation}
Inserting this $\zeta$ in \eqref{eq:energy} puts the barrier top $0.020\,$eV per electron above the common energy $-1.275\,$eV of the two states.

\subsection{Numbers on either side}

At $r_s=5$, $k_F=7.253\times10^9\,\mathrm{m^{-1}}$, which gives $A=1.2027\,$eV and $B=2.4935\,$eV. Hence
\begin{align}
\varepsilon(0)&=1.2027-2.4935=-1.2908\ \text{eV},\nonumber\\
\varepsilon(1)&=1.9092-3.1416=-1.2324\ \text{eV},
\end{align}
where the second line contains $2^{2/3}A$ and $2^{1/3}B$. The paramagnet is lower by $0.058\,$eV. At $r_s=6$, $k_F=6.0445\times10^9\,\mathrm{m^{-1}}$ and
\begin{align}
\varepsilon(0)&=0.8352-2.0779=-1.2427\ \text{eV},\nonumber\\
\varepsilon(1)&=1.3258-2.6180=-1.2922\ \text{eV}.
\end{align}
Now the polarized state is lower by $0.0495\,$eV. These differences are a few per cent of the total energies, so an omitted contribution of modest size can reverse the order.

\subsection{What the model leaves out}

Plane waves do solve the Hartree-Fock equations of jellium: the mean field built from them is translation invariant, so plane waves are its eigenfunctions. A solution need not be the lowest determinant, however. Determinants whose spin or charge density varies in space were not admitted, and $r_B$ is a crossing between uniform states.

The second omission is correlation. At given $\zeta$, let $\varepsilon_c(\zeta)$ be the lowest energy per electron of the uniform fluid with total spin $S=N\zeta/2$, minus the determinant energy \eqref{eq:energy}. Fixing $n_\uparrow-n_\downarrow$ alone would not suffice, since the multiplet of the fully polarized state has a member with $n_\uparrow=n_\downarrow$ and the same energy. The determinant has this total spin: every orbital filled with spin down is also filled with spin up, so the spin-raising operator annihilates it. The correlation energy cannot be positive, because the determinant is one of the trial states over which the true energy is minimized. For $N\to\infty$ fixing $S$ is still not enough by itself, and the word uniform must be read as excluding spin textures. Rotating the spins of the polarized state into a spiral of wave vector $Q$ of order $2\pi/V^{1/3}$ leaves the interaction energy unchanged, costs $\hbar^2Q^2/8m\to0$ per electron, and gives $S/N\to0$.

\section{The crossing with correlation}

The correlation energy has no closed form at these densities. The parametrizations PW92 and PZ81 represent it by analytic forms, smooth for $r_s>1$, fitted to many-body calculations. PW92 gives the following values.

\begin{center}
\begin{tabular}{ccc}
$r_s$ & $\varepsilon_c(0)$ (eV) & $\varepsilon_c(1)$ (eV)\\
5 & $-0.7678$ & $-0.4203$\\
6 & $-0.6919$ & $-0.3814$
\end{tabular}
\end{center}

At $r_s=6$ correlation lowers the paramagnet by $0.6919-0.3814=0.3105\,$eV more than the polarized state. The determinant model had put the polarized state ahead by $0.0495\,$eV. The corrected difference is
\begin{equation}
\varepsilon(1)+\varepsilon_c(1)-\varepsilon(0)-\varepsilon_c(0)
=-0.0495+0.3105=0.2610\ \text{eV},
\end{equation}
so the paramagnet is lower after all, by a margin five times the one it overturned.

The determinant itself suggests why the paramagnet gains more. Its wave function vanishes when two electrons of equal spin meet, so these already avoid each other. Electrons of opposite spin have no exchange term and are distributed independently, which leaves more repulsion for correlation to remove. The polarized gas has no such pairs. This is an interpretation of the fitted values, not a derivation of them.

Finding numerically the zero of the corrected difference gives
\begin{equation}
r_s\approx73\ \ (\text{PW92}),\qquad r_s\approx76\ \ (\text{PZ81}),
\end{equation}
which for these two fits is 13 to 14 times $r_B$. Since $n\propto r_s^{-3}$, the density at the crossing is lower by a factor of more than two thousand.

This correlated crossing is much less certain than its two digits suggest, and the closeness of 73 and 76 is no measure of its accuracy. Other published fits, as coded in libxc, put it at $r_s\approx22$ (Chachiyo), 28 and 31 (Ortiz-Ballone), 51 (GDSMFB), 80 (VWN) and 108 (Karasiev), and KSDT gives no crossing below 200. All of them agree that the paramagnet leads by $0.31$ to $0.36\,$eV at $r_B$. With PW92 the paramagnet leads by just $0.65\,$meV per electron at $r_s=50$. Beyond the crossing, a scan up to $r_s=200$ finds the polarized gas ahead by at most $0.33\,$meV. In that range its lead never exceeds about $1.1\%$ of the magnitude of its own correlation energy. Both values are reached at the end of the scan, $r_s=200$; up to $r_s=100$ the lead stays below $0.22\,$meV, or $0.4\%$. If the fit overstated that magnitude by slightly more than $1.1\%$ throughout, the crossing would disappear from the range up to $r_s=200$. Crystalline states were not compared either, and the crossing concerns the two end states alone. The PW92 interpolation in $\zeta$ keeps $\zeta=0$ lowest at every density sampled from $r_s=3$ to $60$, but at $r_s=70$ and $73$ it puts a partially polarized state about $0.01\,$meV below both. The fits indicate that the Hartree-Fock transition at $r_B$ is spurious, since there the paramagnet leads by tenths of an eV, but they do not establish that a ferromagnetic fluid is the ground state at any density.

\section{Comparison of the estimate with the exact solution}

The estimate \eqref{eq:estimate} gave $1+2^{1/3}\approx2.3$ and the model's exact value is $5.45$. The factor $1+2^{1/3}$ appears unchanged in \eqref{eq:rb}: it depends on the powers $k^2$ and $k$ alone, and scaling gets these right. The discrepancy lies in the coefficients that were set to one. Written in the units of the estimate, $A=\alpha E_h/r_s^2$ and $B=\beta E_h/r_s$ with
\begin{equation}
\alpha=\frac3{10}\left(\frac{9\pi}4\right)^{2/3}=1.105,\qquad
\beta=\frac3{4\pi}\left(\frac{9\pi}4\right)^{1/3}=0.458,
\end{equation}
and the crossing is at $(\alpha/\beta)(1+2^{1/3})$ with $\alpha/\beta=2.41$.

The kinetic guess was low by a tenth, but the exchange guess was too large by a factor of $2.2$. Factors of this size are beyond the reach of scaling. Crediting each electron with half of the pair energy, as the factor $\tfrac12$ in \eqref{eq:exsum} does, would double the estimate to $2(1+2^{1/3})\approx4.5$. Restoring the factor $\tfrac12$ in $\hbar^2k^2/2m$ with $k=1/d$, which was dropped as well, would halve it again to $2.3$. The ratio $\alpha/\beta$ is fixed only by the full calculation.

Better coefficients cannot repair the larger error. Scaling misses Bloch's value by a factor of $2.4$, whereas Bloch's value falls short of the fitted correlated crossing by a factor of about $13$ with PW92 and PZ81, and by at least $4$ with every fit quoted above. The first discrepancy comes from arithmetic inside the model, the second from the physics that a single plane-wave determinant omits.
